# Field limit of the discretized Berry-phase functional on a k mesh

## Problem

An insulating crystal has cell length \(a\) along a uniform field \(\mathcal E>0\). The Brillouin zone is sampled by strings of \(N\ge 3\) points parallel to the field, with spacing \(b=2\pi/(Na)\). For one string and one spin channel, the occupied cell-periodic states \(u_k\) are varied in

\[
G=\sum_k \mathrm{tr}\,\langle u_k|H_k|u_k\rangle-K\,\Phi ,\qquad
\Phi=\sum_k \mathrm{Im}\ln\det\langle u_k|u_{k+1}\rangle ,\qquad
K=\frac{e\mathcal E Na}{2\pi}.
\]

The index \(k+1\) means the next mesh point, and the string is closed periodically. The Hamiltonians \(H_k\) are held fixed.

(a) Show that \(G\) has no global minimum at any nonzero field, and obtain a simple estimate of the field at which this matters.

(b) Find the field at which the local minimum that grows out of the zero-field ground state disappears, for large \(N\).

(c) For one filled and one empty band, find a field above which no local minimum of any kind exists.

(d) Evaluate the limits for a model chain and for some typical cells and meshes.

## Conventions

The electron has charge \(-e\), so its energy in the field is \(+e\mathcal E x\). If a band's Wannier function is moved by \(x_0\), each \(u_k\) acquires a factor \(e^{-ikx_0}\) besides the shift of its periodic part. Each link phase changes by \(-bx_0\), and \(\Phi\) by \(-Nbx_0=-2\pi x_0/a\). The mean electron position per cell is therefore \(\bar x=-a\Phi/2\pi\), and the field energy of \(N\) cells is \(Ne\mathcal E\bar x=-K\Phi\). Thus \(G\) is \(N\) times the functional per cell.

The phase \(\Phi\) is defined where all link determinants are nonzero, and it is followed continuously as the states change. With \(H_k\) fixed, different strings do not influence one another, so the first string to lose its minimum sets the limit. At large \(N\) this is the string with the smallest gap. The field is taken along one cell axis, perpendicular to the other two.

## Solution

### (a) Winding of the phase

Take two bands, one of them filled. Keep all states fixed except \(u_j\), and replace it by

\[
w(\alpha)=\frac{o+r e^{i\alpha}u_{j+1}}{\sqrt{1+r^2}},\qquad \langle o|u_{j+1}\rangle=0,\quad \langle o|o\rangle=1 .
\]

The two links that contain \(w\) are, up to positive factors,

\[
\langle w|u_{j+1}\rangle\propto r e^{-i\alpha},\qquad
\langle u_{j-1}|w\rangle\propto\langle u_{j-1}|o\rangle+r e^{i\alpha}\langle u_{j-1}|u_{j+1}\rangle .
\]

Let \(\langle u_{j-1}|o\rangle\ne0\) and \(r<|\langle u_{j-1}|o\rangle|\). The second expression then does not encircle zero. As \(\alpha\) runs from 0 to \(2\pi\), the first link turns by \(-2\pi\) and the second returns to its initial phase. Running the loop backwards gives \(\Delta\Phi=+2\pi\).

Now take \(u_j\) from the ground state to the loop, once around it, and back by the same way. All states are restored, but

\[
\Delta G=-2\pi K=-e\mathcal E Na .
\]

This can be repeated without end, so \(G\) is unbounded below for every \(\mathcal E>0\). A minimum can at best be local. The gain equals the work done by the field when one electron goes once around a ring of length \(Na\), or when \(N\) electrons each move by one cell.

With more bands, vary one filled state at \(j\) within the complement of the other filled states there. One link determinant is linear in this state and the other in its complex conjugate, so each is the overlap with a fixed vector. For generic fixed states these two vectors are not parallel, and the same loop exists.

During the excursion the energy \(\langle w|H_j|w\rangle\) lies between the two band energies at \(j\). The band-energy cost is thus at most the gap there. Equating the gain \(e\mathcal E Na\) to the smallest direct gap \(E_g\) gives the simple estimate

\[
\mathcal E_{\rm simple}=\frac{E_g}{eNa}.
\]

This compares a cost with a gain. It does not show that the local minimum has gone, which is a question of curvature.

### (b) Loss of the local minimum

Let the columns of \(v_k\) span the complement of \(u_k\), and vary \(u_k\to x_k=u_k+v_k\varepsilon_k\), where \(\varepsilon_k\) is a complex matrix (empty by filled). These states are not orthonormal, since \(x_k^\dagger x_k=1+\varepsilon_k^\dagger\varepsilon_k\). With blocks such as \(H_{vu}=v_k^\dagger H_ku_k\), the band energy is

\[
\mathrm{tr}\big[(1+\varepsilon^\dagger\varepsilon)^{-1}(H_{uu}+H_{uv}\varepsilon+\varepsilon^\dagger H_{vu}+\varepsilon^\dagger H_{vv}\varepsilon)\big].
\]

Expanding the inverse as \(1-\varepsilon^\dagger\varepsilon\) gives its second-order part,

\[
\mathrm{tr}(\varepsilon^\dagger H_{vv}\varepsilon)-\mathrm{tr}(\varepsilon^\dagger\varepsilon H_{uu}) .
\]

In the field term, normalization multiplies each determinant by a positive number and leaves its phase unchanged. Write \(S_{uv}=u_k^\dagger v_{k+1}\), and similarly for the other blocks. The link matrix becomes

\[
S_{uu}+S_{uv}\varepsilon_{k+1}+\varepsilon_k^\dagger S_{vu}+\varepsilon_k^\dagger S_{vv}\varepsilon_{k+1}.
\]

Using \(\ln\det(1+A)=\mathrm{tr}A-\tfrac12\mathrm{tr}A^2+\dots\), the second-order part of its logarithm is

\[
\mathrm{tr}(S_{uu}^{-1}\varepsilon_k^\dagger S_{vv}\varepsilon_{k+1})
-\tfrac12\mathrm{tr}\big[S_{uu}^{-1}(S_{uv}\varepsilon_{k+1}+\varepsilon_k^\dagger S_{vu})\big]^2 .
\]

For large \(N\), neighbouring occupied spaces differ little. Choose the frames \(u_k,v_k\) to vary smoothly along the string. A unitary mismatch may remain where the string closes, but it does not change the norms used below. Then \(S_{uu}\) and \(S_{vv}\) are \(1+O(b)\), with singular values \(1+O(b^2)\), while \(S_{uv}\) and \(S_{vu}\) are \(O(b)\).

The first-order field term contains these small blocks, so the force on the zero-field ground state is \(O(Kb)\). It varies smoothly with \(k\). For such a smooth displacement \(\mathrm{Im}\,\mathrm{tr}(\varepsilon_k^\dagger\varepsilon_{k+1})\) is small, and the restoring curvature is close to a gap. The stationary state is therefore shifted by \(O(b)\). About it, the second variation is

\[
Q=\sum_k\big[\mathrm{tr}(\varepsilon_k^\dagger H_{vv}\varepsilon_k)-\mathrm{tr}(\varepsilon_k^\dagger\varepsilon_kH_{uu})\big]
-K\sum_k\mathrm{Im}\,\mathrm{tr}(\varepsilon_k^\dagger\varepsilon_{k+1})+O(b)\sum_k|\varepsilon_k|^2 ,
\]

where \(|\varepsilon|^2=\mathrm{tr}\,\varepsilon^\dagger\varepsilon\).

*Stability below \(E_g\).* The band term is at least \(E_g\sum|\varepsilon_k|^2\), up to \(O(b)\). The field sum is at most \(\sum|\varepsilon_k||\varepsilon_{k+1}|\le\sum|\varepsilon_k|^2\), because \(xy\le(x^2+y^2)/2\). Hence

\[
Q\ge\big[E_g-K-O(b)\big]\sum_k|\varepsilon_k|^2 .
\]

*Instability above \(E_g\).* Near the point of smallest gap, mix the highest filled state with the lowest empty one, with amplitude \(\varepsilon_j=f_j\,i^{\,j}\) and real \(f_j\ge0\). Then \(\mathrm{Im}(\varepsilon_j^*\varepsilon_{j+1})=f_jf_{j+1}\). Let \(f\) be a half sine wave over about \(\sqrt N\) points. It covers a vanishing part of the zone, so the gap there tends to \(E_g\). It also contains ever more points, so \(\sum f_jf_{j+1}/\sum f_j^2\to1\). Therefore \(Q/\sum f_j^2\to E_g-K\), which is negative for \(K>E_g\).

The two statements together give \(K_c\to E_g\), or

\[
\boxed{\;\mathcal E_c\simeq\frac{2\pi E_g}{eNa}\quad(N\to\infty)\;}
\]

The field is indeed of order \(E_g/(eNa)\), with a factor \(2\pi\). For a flat gap \(\Delta\), a mode with phase advance \(q\) per mesh point has curvature \(\Delta-K\sin q\). The dangerous mode has \(q=\pi/2\): its phase repeats every four mesh points. At \(\mathcal E_{\rm simple}\), where \(K=E_g/2\pi\), the lowest curvature is still about \((1-1/2\pi)E_g=0.84E_g\). At large \(N\) the simple estimate is thus a cautious rule.

If \(N\to\infty\) at fixed field, the minimum is lost for any finite gap.

### (c) Two bands: no minimum anywhere

Here no closeness to the ground state is assumed. Let \(s,p,r,t\) stand for \(S_{uu},S_{uv},S_{vu},S_{vv}\), now numbers. The second-order part of the logarithm is

\[
\frac{t}{s}\varepsilon_k^*\varepsilon_{k+1}-\frac{(p\varepsilon_{k+1}+r\varepsilon_k^*)^2}{2s^2}
=c_k\varepsilon_k^*\varepsilon_{k+1}-\frac{p^2\varepsilon_{k+1}^2+r^2\varepsilon_k^{*2}}{2s^2},
\qquad c_k=\frac{st-pr}{s^2}.
\]

The two bases are complete, so the \(2\times2\) link matrix is unitary and \(|st-pr|=1\). Hence \(|c_k|=1/|s|^2\ge1\).

Multiply all \(\varepsilon_k\) by a common phase \(e^{i\beta}\) and average over \(\beta\). The terms in \(\varepsilon^2\) and \(\varepsilon^{*2}\) vanish. If the average of the second variation is negative, it is negative for some \(\beta\), and the state is not a minimum.

The band term has coefficient \(H_{vv}-H_{uu}\le\Delta_k\), the gap at \(k\). Choose \(|\varepsilon_k|=f_k\ge0\), with \(f=0\) at the point of largest gap. This opens the ring, so the phases can be chosen one after another to make \(c_k\varepsilon_k^*\varepsilon_{k+1}=i|c_k|f_kf_{k+1}\). The averaged variation is then at most

\[
\sum_k\Delta_kf_k^2-K\sum_kf_kf_{k+1},
\]

and no local minimum exists for

\[
K>K^*=\min_{f\ge0}\frac{\sum_k\Delta_kf_k^2}{\sum_kf_kf_{k+1}} .
\]

With \(g_k=\sqrt{\Delta_k}f_k\), \(1/K^*\) is the largest eigenvalue of a tridiagonal matrix with zero diagonal and neighbouring elements \(1/(2\sqrt{\Delta_k\Delta_{k+1}})\). For a flat gap this is an open chain of \(N-1\) sites, with largest eigenvalue \(\cos(\pi/N)/\Delta\). Then \(K^*=\Delta/\cos(\pi/N)\).

For a quadratic gap minimum, use \(\sum f_jf_{j+1}=\sum f_j^2-\tfrac12\sum(f_{j+1}-f_j)^2\). With \(j\) counted from the minimum and \(E_g''\) the curvature of the gap in \(k\), the marginal condition at large \(N\) becomes

\[
-\frac K2\frac{d^2f}{dj^2}+\frac12E_g''b^2j^2f=(K-E_g)f .
\]

This is an oscillator with inverse mass \(K\) and spring constant \(E_g''b^2\). Its lowest eigenvalue is \(\tfrac12b\sqrt{KE_g''}\), so

\[
K^*=E_g+\frac b2\sqrt{E_gE_g''}+O(b^2).
\]

The correction has two equal parts, the potential and kinetic energies of the oscillator ground state: the packet samples gaps larger than \(E_g\), and its amplitude differs between neighbouring points.

### (d) Numbers

Take a chain with site energies \(\pm1.5\) eV, both hoppings 1 eV and \(a=4\) Å, with both orbitals of a cell assigned to one position. With the +1.5 eV orbital listed first, the upper off-diagonal element is \(1+e^{-ika}\) eV, so

\[
\Delta(k)=2\sqrt{1.5^2+2+2\cos ka}\ \text{eV}.
\]

The gap is 3 eV at \(ka=\pi\) and 5 eV at \(ka=0\). Differentiating \(\Delta^2\) twice at the minimum gives \(2\Delta\Delta''=8\) eV², so the curvature with respect to \(ka\) is \(8/6=1.333\) eV. With spacing \(2\pi/N\) in \(ka\), the oscillator correction is \((\pi/N)\sqrt{3\times1.333}=2\pi/N\) eV. For \(N=16\) it gives \(K^*\approx3.393\) eV, against 3.378 eV from the tridiagonal matrix.

The mesh is \(ka=2\pi j/N\), which for even \(N\) contains the gap minimum at \(ka=\pi\); a mesh shifted by half a step gives \(K_c=3.090\) eV instead of 3.134 eV at \(N=8\), and 3.180 instead of 3.182 eV at \(N=16\). To find \(K_c\) itself, the field was raised in steps and the stationary state followed by Newton's method. The step was halved whenever no state with zero gradient and positive curvatures was found.

| \(N\) | \(K_c\) (eV) | \(K^*\) (eV) | \(\mathcal E_c\) (V/Å) | \(2\pi E_g/(eNa)\) (V/Å) |
|---|---|---|---|---|
| 8 | 3.134 | 3.742 | 0.615 | 0.589 |
| 16 | 3.182 | 3.378 | 0.312 | 0.295 |
| 32 | 3.157 | 3.193 | 0.155 | 0.147 |
| 64 | 3.089 | 3.097 | 0.076 | 0.074 |

For \(N=16\), \(\mathcal E_c=2\pi\times3.182/(16\times4)=0.312\) V/Å, or 0.0061 atomic units. The simple estimate is \(3/(16\times4)=0.047\) V/Å.

In this table the \(2\pi\) formula lies 3 to 6 % below the followed limit, relative to the formula. The approach of \(K_c\) to 3 eV is not monotonic. The bound \(K^*\) falls towards the gap roughly as \(1/N\), while \(K^*-K_c\) shrinks faster, from 0.61 eV at \(N=8\) to 0.008 eV at \(N=64\). Between \(N=8\) and \(N=16\) this second change outweighs the first, so \(K_c\) rises there.

The close agreement on coarse meshes is not general. Assigning both orbitals to one position makes the two field directions inequivalent. With the field reversed, \(K_c\) is only 1.935 eV at \(N=8\) and 2.68 eV at \(N=16\), so the formula then lies above the true limit. If the second orbital is placed at \(a/2\), the chain has inversion symmetry and both directions give 2.48 eV at \(N=8\) and 2.97 eV at \(N=16\). At \(N=64\) the two directions differ by less than 0.01 eV.

The large-\(N\) limits for round gaps follow by inserting \(E_g\), \(a\) and \(N\). On coarse meshes they are only estimates, and in this chain they are poorer when the gap is small compared with the hopping. With site energies \(\pm0.5\) eV and the same hoppings, the gap is 1 eV, and \(K_c\) at \(N=8\) is 0.45 or 0.85 eV, depending on the field direction. Both values still exceed \(E_g/2\pi=0.16\) eV, which corresponds to the simple estimate. Each entry gives \(2\pi E_g/(eNa)\), then the cautious \(E_g/(eNa)\), in V/Å.

| \(E_g\) | 4 Å, \(N=8\) | 4 Å, \(N=16\) | 4 Å, \(N=32\) | 12 Å, \(N=8\) |
|---|---|---|---|---|
| 1 eV | 0.20; 0.031 | 0.098; 0.016 | 0.049; 0.008 | 0.065; 0.010 |
| 3 eV | 0.59; 0.094 | 0.29; 0.047 | 0.15; 0.023 | 0.20; 0.031 |
| 6 eV | 1.18; 0.19 | 0.59; 0.094 | 0.29; 0.047 | 0.39; 0.063 |

At a given gap, the product \(Na\) sets the large-\(N\) limit. A longer simulation cell lowers the limit unless \(N\) is reduced in proportion. Here \(E_g\) is the smallest direct gap of the cell in use. In a supercell, different \(k\) points of the primitive cell fold onto one, so a gap that was indirect can become direct.

Read the other way, for a field of 0.1 V/Å and \(a=4\) Å the large-\(N\) formula allows \(N\le2\pi E_g/(e\mathcal Ea)\). This gives 15, 47 and 94 points for gaps of 1, 3 and 6 eV. The value 47 holds in the 3 eV chain, where \(K=2.99\) eV is needed and \(K_c\) is 3.10 or 3.12 eV. The value 15 does not hold in the 1 eV chain: \(K=0.95\) eV is needed, but the minimum is lost at 0.60 or 0.80 eV, depending on the field direction. The cautious rule, derived only for large \(N\), gives 2, 7 and 15. The value 2 lies outside the range \(N\ge3\) treated here: such a small gap leaves no mesh that meets the cautious rule at this field.

All these limits belong to the discretized functional and are not breakdown fields of a material. A field of 0.1 V/Å is 10 MV/cm, far above the breakdown field of a semiconductor such as silicon (a few tenths of a MV/cm). In molecular dynamics the gap changes as the ions move, and the smallest gap met along the trajectory is the one to insert. A self-consistent calculation also changes \(H_k\) with the states. That response is left out here, so for such calculations the tabulated fields are estimates. Sampling with a single \(k\) point is likewise not covered.
